# Spin-density self-interaction correction and the dissociation limit of stretched (BH)2+

## Problem

Two BH molecules stand side by side, parallel to each other and perpendicular to the line that joins them, at a large distance $R$. One electron has been removed from the pair. A semilocal density functional $E$ tends to spread the resulting hole over both molecules, as it tends to spread a polaron over a crystal. A correction built from the spin density $m=n_\uparrow-n_\downarrow$ is added:

$$E_c=E-a\,E_H[m]-b\,E_{xc}[m,0],\qquad E_H[m]=\frac12\iint\frac{m(\mathbf r)\,m(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

Here $E_{xc}[m,0]$ is the exchange-correlation energy of a system with spin-up density $m$ and no spin-down density. The algebra is in atomic units.

Both spins use the same spatial orbitals. A molecule with hole fraction $q$ lacks $q$ spin-down electrons in its highest occupied orbital $\varphi_q$, so that

$$m_q=q\,|\varphi_q|^2\ge 0,\qquad \int m_q\,d^3r=q .$$

Without the common orbitals $m$ could become negative in places, and $E_{xc}[m,0]$ would have no meaning there. Let $E(q)$ be the uncorrected energy of one molecule with hole fraction $q$.

The following values belong to the PBE functional, the 6-311G** basis and a fixed bond length of 1.25 Å. For each $q$ the orbitals were made self-consistent with the uncorrected functional, and the two correction energies were then evaluated with them. All energies are in eV.

| $q$ | $E(q)-E(0)$ | $E_H[m_q]$ | $E_{xc}[m_q,0]$ |
|---|---|---|---|
| 1/2 | 3.775 | 1.664 | −3.078 |
| 1 | 9.574 | 7.487 | −8.201 |

1. For $R\to\infty$, find the condition on $(a,b)$ under which the state with an evenly shared hole has the energy of BH + BH⁺.
2. Determine all pairs that satisfy it for the data above. Is $a=0.2$, $b=0$ among them?
3. Find the leading dependence on $R$. Can a pair $(a,b)$ give both the right limit and the right approach to it?
4. What changes if the hole is free to localize?

## Hints

**Hint 1.** Write the orbital from which the electron is missing as $u=(\varphi_A-\varphi_B)/\sqrt2$. What is $|u|^2$ when the two molecules do not overlap?

**Hint 2.** The fragments BH and BH⁺ must be described by the same corrected functional as the pair. Which of them has a spin density?

**Hint 3.** A semilocal energy of two separate densities is a sum. The Hartree energy has a cross term as well. Find it both in $E$ and in $E_H[m]$.

**Hint 4.** For question 4, let the molecules carry hole fractions $q$ and $1-q$.

## Solution

### 1. The condition at infinite distance

The localized state consists of one neutral molecule and one ion. The neutral molecule has $m=0$, so the correction acts on the ion alone:

$$E_c^{\rm loc}=E(0)+E(1)-a\,E_H[m_1]-b\,E_{xc}[m_1,0].$$

In the shared state the missing spin-down electron comes from $u$, with

$$|u|^2=\tfrac12|\varphi_A|^2+\tfrac12|\varphi_B|^2-\varphi_A\varphi_B .$$

The last term vanishes with the overlap. The even combination $(\varphi_A+\varphi_B)/\sqrt2$ stays doubly occupied. We build it from the same molecular orbital $\varphi_{1/2}$ as $u$. Each molecule then has hole fraction 1/2, and the spin density is $m_{1/2}$ on $A$ plus $m_{1/2}$ on $B$. At infinite distance all energies are additive:

$$E_c^{\rm sh}=2E(\tfrac12)-2a\,E_H[m_{1/2}]-2b\,E_{xc}[m_{1/2},0].$$

In the exact theory the states "hole on $A$" and "hole on $B$" are degenerate at infinite distance, and every superposition of them has the same energy. The shared and the localized state must therefore agree. Their difference $D=E_c^{\rm sh}-E_c^{\rm loc}$ is

$$D(a,b)=\Delta+a\,h-b\,x,$$

with

$$\Delta=2E(\tfrac12)-E(0)-E(1),$$
$$h=E_H[m_1]-2E_H[m_{1/2}],\qquad x=2E_{xc}[m_{1/2},0]-E_{xc}[m_1,0].$$

The condition is $D(a,b)=0$. This is one linear equation for two parameters, so it selects a line in the $(a,b)$ plane.

The signs of $h$ and $x$ can be seen with a frozen orbital, $m_{1/2}=m_1/2$. The Hartree energy is quadratic in the density, so two halves give $2\cdot\frac14=\frac12$ of the whole, and $h=\frac12E_H[m_1]>0$. Local exchange has the form $-C\int m^{4/3}d^3r$ with $C>0$. Two halves then give the fraction $2\cdot(\frac12)^{4/3}=2^{-1/3}\approx0.794$ of the whole. The shared value is less negative, and $x>0$. A positive $a$ thus raises the shared state relative to the localized one, while a positive $b$ lowers it.

### 2. The line for BH, and the pair (0.2, 0)

The table gives

$$\Delta=2(3.775)-9.574=-2.024\ \text{eV}\quad(-0.0744\ \text{hartree}),$$
$$h=7.487-2(1.664)=4.159\ \text{eV},$$
$$x=2(-3.078)+8.201\approx2.046\ \text{eV},$$

where the last digit of $x$ comes from unrounded data. Uncorrected PBE places the shared hole 2.02 eV below the localized one, although the two should be degenerate. Solving $D=0$ for $a$ gives

$$a=\frac{-\Delta+b\,x}{h}=0.487+0.492\,b .$$

These are all the pairs asked for. With $b=0$ one needs $a=0.487$.

The pair $(0.2,0)$ is not on the line:

$$D(0.2,0)=-2.024+0.2(4.159)=-1.192\ \text{eV}.$$

It removes 41 percent of the uncorrected error and leaves the shared state 1.19 eV too low. It would be right for a system with $\Delta=-0.2h$, which here would mean $-0.83$ eV. If $a=0.2$ is kept and $b$ is adjusted, the line requires $b=(0.200-0.487)/0.492\approx-0.58$. With this negative value the correction adds exchange-correlation energy of the spin density instead of removing it.

The frozen-orbital estimate of $h$ is $7.487/2=3.743$ eV, below the actual 4.159 eV. The reason can be read from the table. Normalized to one electron, the half-hole density has the Hartree energy $4(1.664)=6.656$ eV, against 7.487 eV for the full hole. The orbital of the ion has the larger self-repulsion, and this difference adds to $h$.

The last digits depend on the basis. With aug-cc-pVTZ, $\Delta$ becomes $-2.003$ eV and $D(0.2,0)$ becomes $-1.171$ eV. The point of the line at $b=0$ moves from $a=0.487$ to 0.481, and the point at $a=1$ from $b=1.044$ to 1.053. Energies are thus uncertain by about 0.02 eV and the parameters by about 0.01.

The functional matters moderately. With the local-density approximation (VWN correlation) the same calculation gives $\Delta=-2.100$ eV, $h=4.091$ eV and $x=1.996$ eV. The line then meets $b=0$ at $a=0.513$.

The use of one orbital $\varphi_{1/2}$ for both the even and the odd combination is a small restriction. If the two may differ in shape in the self-consistent pair, $\Delta$ becomes $-2.027$ eV. The line then passes through $a=0.492$ at $b=0$ and through $b=1.053$ at $a=1$, where the values above give 0.487 and 1.044. The simpler description is kept below.

So far the correction has been evaluated with the orbitals of the uncorrected functional. If $-aE_H[m]$ is included in the orbital equations of the single molecules, $D(0.2,0)$ becomes $-1.143$ eV and the root at $b=0$ moves from 0.487 to 0.43. Relative to the shared state, the localized state comes down by 0.05 eV at $a=0.2$, so a smaller $a$ suffices. The verdict on $(0.2,0)$ stays the same.

### 3. The approach to the limit

At finite $R$ the shared state contains two molecules of charge $+\frac12$. Their classical repulsion in $E$ is

$$\frac{\frac12\cdot\frac12}{R}=\frac1{4R}.$$

The Hartree energy of the spin density has a cross term of the same size. The prefactor 1/2 is cancelled by the two equal terms $AB$ and $BA$:

$$E_H[m_A+m_B]=E_H[m_A]+E_H[m_B]+\iint\frac{m_A(\mathbf r)\,m_B(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

and the last integral tends to $\frac12\cdot\frac12/R=1/(4R)$. It enters $E_c$ with the factor $-a$. The semilocal term $E_{xc}[m,0]$ has no such tail. In the localized state one molecule is neutral, so there is no $1/R$ term. The charge–dipole term of order $R^{-2}$ vanishes in both states, because the field of a distant charge points along the connecting line and the dipoles are perpendicular to it. Hence

$$E_c^{\rm sh}-E_c^{\rm loc}=D(a,b)+\frac{1-a}{4R}+O(R^{-3}).$$

The exact energy has no $1/R$ term. In the true shared state the hole is found on one molecule or on the other, and a neutral molecule always faces an ion. The repulsion of two half charges is the interaction of the hole with itself.

The right approach therefore requires $a=1$, and the line then fixes

$$b=\frac{h+\Delta}{x}=\frac{4.159-2.024}{2.046}=1.044 .$$

The size of the tail can be seen on the whole pair. For this, the orbitals of the two molecules were placed at distance $R$ and orthonormalized, and the energy of the resulting 11-electron determinant was evaluated without further relaxation. The shared minus the localized energy, in eV, is:

| $(a,b)$ | 20 Å | 40 Å |
|---|---|---|
| (0, 0) | −1.845 | −1.934 |
| (0.2, 0) | −1.049 | −1.120 |
| (0.487, 0) | 0.092 | 0.046 |
| (1, 1.044) | 0.000 | 0.000 |

In these units $1/(4R)$ is $3.600\ \text{eV Å}/R$, or 0.180 eV at 20 Å. The first entry is then $-2.024+0.180=-1.844$ eV, in agreement with the table to 0.001 eV. In the third row the limit is right, but half of the false repulsion remains: $0.513\times0.180=0.092$ eV at 20 Å. The tail falls off slowly: with this pair the shared state still lies 0.046 eV above the localized one at 40 Å.

The pair $(1,1.044)$ lies close to $(1,1)$, for which $D=0.089$ eV. For a system with a single electron, $(1,1)$ is the natural choice. There $m=n$, and the correction removes the whole of $E_H+E_{xc}$. With a fixed orbital the remaining energy is proportional to the occupation, so that $D=0$. In BH the hole orbital overlaps other electrons, $E_{xc}$ is not additive in the orbital densities, and no such identity holds. In the local-density approximation the value of $b$ at $a=1$ is 0.997. The value 1.044 also belongs to the orbitals of the uncorrected functional. If both correction terms are included in the orbital equations, $D(1,1.044)$ becomes 0.08 eV and $D(1,1)$ becomes 0.18 eV, so that the root at $a=1$ moves to about $b=1.08$.

### 4. A hole that is free to localize

If the calculation may break the symmetry, its lowest state counts. For $D>0$ the localized state lies below the shared one, and its energy is that of BH + BH⁺ by construction. The line then becomes the border of a half-plane of acceptable pairs, provided that no uneven distribution lies lower still. To examine this, define at infinite distance

$$W(q)=E_c(q)+E_c(1-q)-E_c(0)-E_c(1),\qquad W(\tfrac12)=D .$$

Suppose that $E_c(q)=E_c(0)+\alpha q+\frac12\kappa q^2$. The linear terms cancel, because $q+(1-q)=1$, and

$$W(q)=\tfrac12\kappa\left[q^2+(1-q)^2-1\right]=-\kappa\,q(1-q)=4q(1-q)\,D .$$

In this parabolic model $W$ has the sign of $D$ for every $q$ between 0 and 1, and $W(\frac14)=\frac34D$. The computed values, in eV, are:

| $(a,b)$ | $W(1/4)$ | $W(1/2)$ |
|---|---|---|
| (0, 0) | −1.505 | −2.024 |
| (0.2, 0) | −0.874 | −1.192 |
| (0.487, 0) | 0.031 | 0.000 |
| (1, 1.044) | −0.011 | 0.000 |
| (1, 0) | 1.652 | 2.135 |

The first row is close to the parabola, which predicts $-1.518$ eV. At $(1,0)$, inside the half-plane, both distributions lie well above the localized state. At $(0.2,0)$ both lie below it, so freedom to localize does not rescue this pair. On the line itself small deviations remain. At $(1,1.044)$ the uneven distribution with $q=\frac14$ is 0.01 eV below the localized state, and with $q=0.05$ it is about 0.03 eV below. The energy is thus nearly flat in $q$ but not strictly so. The same happens just inside the half-plane: at $(1,1)$, where $D=0.089$ eV, the distribution with $q=0.02$ lies about 0.01 eV below the localized state. Near the line, $D>0$ alone therefore does not guarantee a fully localized hole.

## Variation 1: uncorrected fragments as the reference

*Suppose the shared state is to reach the uncorrected PBE energy $E(0)+E(1)$. Which pairs do this, and which also satisfy $D=0$?*

The correction of the ion is now missing from the reference, and the condition reads

$$\Delta-2a\,E_H[m_{1/2}]-2b\,E_{xc}[m_{1/2},0]=0 .$$

For $b=0$ and $a>0$ both terms are negative, and the mismatch grows with $a$. At $(0.2,0)$ it is $-2.024-0.4(1.664)=-2.690$ eV. This comparison mixes two functionals and says nothing about the sharing of the hole.

Subtracting the condition from $D=0$ leaves

$$a\,E_H[m_1]+b\,E_{xc}[m_1,0]=0,\qquad a=\frac{8.201}{7.487}\,b=1.095\,b .$$

This states that the correction does not change the energy of BH⁺. Together with $a=0.487+0.492\,b$ it gives $b=0.487/0.603\approx0.81$ and $a\approx0.88$. Elsewhere on the line the ionization energy of BH, 9.57 eV in uncorrected PBE, is shifted. At $(0.487,0)$ the shift is $-0.487(7.487)\approx-3.6$ eV, and at $(1,1.044)$ it is $-7.487+1.044(8.201)\approx+1.1$ eV. For BH no pair $(a,b)$ meets all three demands: the right limit, no $1/R$ tail and an unchanged ion.

## Variation 2: many sites, as for a polaron

*Let the hole be shared evenly by $M$ distant molecules, with $M\to\infty$. Does the line for the pair still give degeneracy with the localized hole?*

Each molecule has $q=1/M$. The total Hartree correction scales as $M\cdot M^{-2}$ and vanishes. For local exchange the scaling is $M\cdot M^{-4/3}=M^{-1/3}$, which also vanishes, though slowly. PBE exchange is at most a fixed multiple of local exchange and shares this limit, and so does the correlation part, whose energy per electron goes to zero with the density. In the limit $M\to\infty$ the spread-out state is therefore not corrected at all, while the localized state keeps its full correction:

$$D_\infty=\lim_{M\to\infty}M\left[E(\tfrac1M)-E(0)\right]-\left[E(1)-E(0)\right]+a\,E_H[m_1]+b\,E_{xc}[m_1,0].$$

The first term is the slope of $E(q)$ at $q=0$. By Janak's theorem it equals minus the energy of the highest occupied orbital of neutral BH, which gives 5.43 eV (5.55 eV with aug-cc-pVTZ, which raises the constant in $D_\infty$ below by about 0.09 eV). A parabola through the three known energies comes close, with the slope $4[E(\frac12)-E(0)]-[E(1)-E(0)]=5.53$ eV. With the orbital energy, the first two terms add up to $5.43-9.57=-4.14$ eV, and

$$D_\infty\approx-4.14+7.49\,a-8.20\,b\quad\text{(eV)}.$$

This is a different line. At $(0.487,0)$ the spread-out hole is too low by about 0.5 eV, at $(0.2,0)$ by about 2.6 eV, and at $(1,1.044)$ by about 5 eV. In this limit the pair that serves two molecules best is the worst of the three, because $-bE_{xc}[m_1,0]$ raises the localized state and has no counterpart in the spread-out one. The limit is reached slowly, as $M^{-1/3}$. For $(1,1.044)$ the spread-out hole is too low by 2.0 eV at $M=20$, by 2.7 eV at $M=50$ and by about 4.2 eV at $M=1000$, while for $(0.2,0)$ it is too low by 2.5 eV at $M=20$ and by 2.6 eV at $M=50$. The stated order of these two pairs holds only from about 50 molecules on. The estimate leaves out the band width and the lattice distortion of a real crystal. For these distant molecules, the three pairs considered do not give degeneracy in the many-site case, even where they do so for two molecules. Parameters fitted to a dissociating pair should therefore be tested anew before they are used for a polaron.
